# Logarithms and the gauge-fixed constant in light-by-light scattering: a numerical check

```python
"""
Light-by-light scattering: four photons on one electron loop.

Result under test (Euclidean momenta, hbar = c = electron mass = 1):
  * each of the six orientations diverges like
      [S - 3 (e1.eb)(ea.ec)] ln(cutoff) / (6 pi^2),
    where eb is the polarization opposite e1 in the loop and
      S = (e1.e2)(e3.e4) + (e1.e3)(e2.e4) + (e1.e4)(e2.e3);
    the six logarithms cancel;
  * a spherical cutoff leaves the constant S/(12 pi^2) at zero momentum;
  * this constant alone breaks current conservation. After its removal the
    tensor is conserved, vanishes for a soft photon and is of order k^4.

Symbols: p loop momentum, k incoming photon momenta (sum zero), pol their
polarization vectors, gamma Hermitian Dirac matrices,
propagator = (1 - i p.gamma)/(p^2 + 1).
The factor e^4 is left out of the tensor unless stated.
"""
from itertools import permutations, product
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

PI = math.pi
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
GAMMA = np.zeros((4, 4, 4), complex)
for j in range(3):
    GAMMA[j, :2, 2:] = -1j * pauli[j]
    GAMMA[j, 2:, :2] = 1j * pauli[j]
GAMMA[3, :2, 2:] = GAMMA[3, 2:, :2] = np.eye(2)
for a, b in product(range(4), repeat=2):
    anti = GAMMA[a] @ GAMMA[b] + GAMMA[b] @ GAMMA[a]
    assert np.allclose(anti, 2 * (a == b) * np.eye(4))

ORDERS = list(permutations((1, 2, 3)))   # photon 0 is always written first


def vertex_propagator(pol, q):
    """(pol.gamma) times the propagator at each momentum in q."""
    slash = np.tensordot(pol, GAMMA, 1)
    table = (slash @ GAMMA).reshape(4, 16)
    top = slash.ravel() - 1j * (q @ table)
    return (top / (np.sum(q * q, axis=1) + 1)[:, None]).reshape(-1, 4, 4)


def six_traces(p, pol, k, shift):
    """Integrand of each orientation; shift moves p in the first one only."""
    result = []
    for number, (a, b, c) in enumerate(ORDERS):
        q = p + shift if number == 0 else p
        left = (vertex_propagator(pol[0], q)
                @ vertex_propagator(pol[a], q - k[a]))
        right = (vertex_propagator(pol[b], q - k[a] - k[b])
                 @ vertex_propagator(pol[c], q + k[0]))
        result.append(np.einsum('nij,nji->n', left, right).real)
    return np.array(result)


# Product quadrature on the unit sphere in four dimensions
n_ang = 10
chi = np.arange(1, n_ang + 1) * PI / (n_ang + 1)
w_chi = PI / (n_ang + 1) * np.sin(chi) ** 2
cos_th, w_th = np.polynomial.legendre.leggauss(n_ang)
phi = 2 * PI * np.arange(2 * n_ang) / (2 * n_ang)
X, Y, Z = np.meshgrid(chi, cos_th, phi, indexing='ij')
sin_th = np.sqrt(1 - Y ** 2)
SPHERE = np.stack([np.cos(X), np.sin(X) * Y, np.sin(X) * sin_th * np.cos(Z),
                   np.sin(X) * sin_th * np.sin(Z)], axis=-1).reshape(-1, 4)
W_SPHERE = (w_chi[:, None, None] * w_th[None, :, None]
            * np.full(2 * n_ang, PI / n_ang)[None, None, :]).ravel()
assert abs(W_SPHERE.sum() - 2 * PI ** 2) < 1e-11

node, weight = np.polynomial.legendre.leggauss(30)
t = (node + 1) / 2
RADIUS = t / (1 - t)
W_RADIUS = weight / 2 / (1 - t) ** 2
NO_SHIFT = np.zeros(4)


def integrate(pol, k, radii=RADIUS, w_radii=W_RADIUS, shift=NO_SHIFT):
    """Angles first, then radius: the spherical cutoff."""
    total = np.zeros(6)
    for r, w in zip(radii, w_radii):
        values = six_traces(r * SPHERE, pol, k, shift)
        total += w * r ** 3 * (values @ W_SPHERE)
    return total / (2 * PI) ** 4


def pairings(e):
    return ((e[0] @ e[1]) * (e[2] @ e[3]) + (e[0] @ e[2]) * (e[1] @ e[3])
            + (e[0] @ e[3]) * (e[1] @ e[2]))


k = np.array([[0.4, 0.0, 0.2, 0.0], [0.0, 0.4, -0.2, 0.2],
              [-0.2, -0.2, 0.2, 0.2], [-0.2, -0.2, -0.2, -0.4]])
assert np.allclose(k.sum(axis=0), 0)
axes = np.eye(4)
pol = axes[[0, 0, 1, 1]]
generic = np.array([[1.0, 0.5, 0.0, -0.5], [0.5, 1.0, -0.5, 0.0],
                    [1.0, 0.0, 0.5, 0.5], [0.5, -0.5, 1.0, 1.0]])
zero_k = np.zeros((4, 4))
print("Units: hbar = c = electron mass m = 1; factor e^4 omitted")
for i in range(4):
    print(f"k{i+1} [m] =", k[i], f" |k{i+1}| = {np.linalg.norm(k[i]):.4f}")
print("polarizations: x, x, y, y")

# Logarithmic slope of every orientation, from a distant momentum shell
x8, w8 = np.polynomial.legendre.leggauss(8)
low, high = 200.0, 2000.0
log_width = math.log(high / low)
r_shell = low * np.exp((x8 + 1) / 2 * log_width)
w_shell = w8 / 2 * log_width * r_shell
for vectors in (pol, generic):
    slopes = integrate(vectors, k, r_shell, w_shell) / log_width
    expected = np.array([
        pairings(vectors) - 3 * (vectors[0] @ vectors[b])
        * (vectors[a] @ vectors[c]) for a, b, c in ORDERS]) / (6 * PI ** 2)
    assert np.allclose(slopes, expected, rtol=1e-3, atol=1e-4)
    assert abs(slopes.sum()) < 1e-4
    if vectors is pol:
        print(f"shell for slopes: {low:.0f} m to {high:.0f} m")
        for (a, b, c), slope in zip(ORDERS, slopes):
            print(f"log slope, order 1{a+1}{b+1}{c+1}: {slope:+.6f}")
        print(f"sum of six slopes: {slopes.sum():+.1e}")
        print(f"1/(6 pi^2) = {1/(6*PI**2):.6f}")

# Sum of leading numerators in d = 2, 3, 4 by exact Gaussian averaging
gh_x, gh_w = np.polynomial.hermite.hermgauss(3)
for d in (2, 3, 4):
    average = 0.0
    for idx in product(range(3), repeat=d):
        slash_p = np.tensordot(gh_x[list(idx)], GAMMA[:d], 1)
        w = np.prod(gh_w[list(idx)]) / PI ** (d / 2)
        for order in ORDERS:
            matrix = np.eye(4)
            for i in (0,) + order:
                matrix = matrix @ np.tensordot(pol[i], GAMMA, 1) @ slash_p
            average += w * np.trace(matrix).real
    average /= d * (d + 2) / 4           # Gaussian mean of p^4
    assert abs(average - 8 * (d - 2) * (d - 4) / (d * (d + 2))) < 1e-12
    print(f"six leading coefficients summed, d={d}: {average:+.6f}")

# Constant left by the spherical cutoff
constant = integrate(pol, zero_k).sum()
constant_generic = integrate(generic, zero_k).sum()
assert abs(constant - 1 / (12 * PI ** 2)) < 1e-10
assert abs(constant_generic - pairings(generic) / (12 * PI ** 2)) < 1e-9
print(f"zero-momentum constant, quadrature: {constant:.8f}")
print(f"1/(12 pi^2): {1/(12*PI**2):.8f}")

# The same integral with p4 integrated first, over its whole range
angle = (np.arange(40) + 0.5) * PI / 40 - PI / 2
Q, C, A = np.meshgrid(RADIUS, x8, angle, indexing='ij')
omega = np.sqrt(Q ** 2 + 1)
p_line = np.stack([Q * np.sqrt(1 - C ** 2), 0 * Q, Q * C,
                   omega * np.tan(A)], axis=-1).reshape(-1, 4)
w_line = (W_RADIUS[:, None, None] * w8[None, :, None] * Q ** 2 * 2 * PI
          * omega / np.cos(A) ** 2 * PI / 40).ravel() / (2 * PI) ** 4
p4_first = {}
for direction in (2, 3):
    same = axes[[direction] * 4]
    values = six_traces(p_line, same, zero_k, NO_SHIFT).sum(axis=0)
    p4_first[direction] = values @ w_line
ball_3333 = integrate(axes[[2] * 4], zero_k).sum()
assert abs(p4_first[3]) < 1e-9
assert abs(p4_first[2] - 2 / (5 * PI ** 2)) < 1e-9
assert abs(ball_3333 - 1 / (4 * PI ** 2)) < 1e-9
print(f"component 3333, ball: {ball_3333:.6f}")
print(f"component 3333, p4 first: {p4_first[2]:.6f}")
print(f"component 4444, p4 first: {abs(p4_first[3]):.1e} (magnitude)")

# Finite momenta: unsubtracted sum, physical remainder, and its scaling
remainder = {}
for scale in (1.0, 0.5, 0.125, 0.0625):
    raw = integrate(pol, scale * k).sum()
    remainder[scale] = raw - constant
    print(f"scale {scale:.4f}: raw {raw:.8f}, "
          f"physical {remainder[scale]:+.4e}")
    if scale == 1.0:
        raw_full = raw
power = math.log2(remainder[0.125] / remainder[0.0625])
assert abs(power - 4) < 0.05
print(f"power of k from last two scales: {power:.4f}")
print(f"constant / physical at scale 1: {constant/remainder[1.0]:.1f}")

# Moving the loop momentum of one orientation has no effect
move = np.array([0.1, -0.2, 0.1, 0.1])
moved = integrate(pol, k, shift=move).sum()
assert abs(moved - raw_full) < 1e-7
print(f"change on shifting one orientation: {abs(moved-raw_full):.1e}")

# Current conservation: first polarization replaced by its momentum
longitudinal = generic.copy()
longitudinal[0] = k[0]
violation = integrate(longitudinal, k).sum()
at_zero = integrate(longitudinal, zero_k).sum()
surface = pairings(longitudinal) / (12 * PI ** 2)
assert abs(surface) > 1e-3
assert abs(violation - surface) < 1e-7
assert abs(violation - at_zero) < 1e-7
print("generic polarizations e2, e3, e4:", *generic[1:].tolist())
print(f"k1 contraction, raw [m]: {violation:+.8f}")
print(f"k1 contraction, surface formula [m]: {surface:+.8f}")
print(f"k1 contraction, subtracted [m]: {abs(violation-at_zero):.1e}")

# One soft photon, the other three momenta finite
soft_k = np.array([NO_SHIFT, k[1], k[2], -k[1] - k[2]])
soft = integrate(generic, soft_k).sum() - constant_generic
assert abs(soft) < 1e-7
print(f"subtracted tensor at k1 = 0: {abs(soft):.1e} (magnitude)")

# Dimensional continuation of the zero-momentum integral
r, m, dim = sp.symbols('r m d', positive=True)
u = r ** 2 + m ** 2


def laplacian(f):
    return sp.diff(f, r, 2) + (dim - 1) / r * sp.diff(f, r)


pieces = (4 * (dim - 2) * (4 - dim) / u ** 2
          + 32 * (4 - dim) * m ** 2 / u ** 3 - 96 * m ** 4 / u ** 4)
assert sp.simplify(laplacian(laplacian(sp.log(u))) - pieces) == 0


def continued(d):
    """Parts with and without the factor (4-d), as coefficients of S."""
    area = 2 * PI ** (d / 2) / math.gamma(d / 2)
    factor = -2 / (d * (d + 2)) * area / (2 * PI) ** d

    def vanishing(x):
        v = math.exp(2 * x) + 1
        return math.exp(d * x) * (4 - d) * (4 * (d - 2) * v ** -2
                                            + 32 * v ** -3)

    def mass_term(x):
        return -96 * math.exp(d * x) * (math.exp(2 * x) + 1) ** -4

    parts = []
    for function in (vanishing, mass_term):
        parts.append(factor * sum(
            quad(function, lo, hi, limit=300, epsabs=1e-11)[0]
            for lo, hi in ((-30, 0), (0, 10), (10, 150))))
    return parts


for d in (3.5, 3.8, 4.0):
    explicit, massive = continued(d)
    if d < 4:
        assert abs(explicit + massive) < 1e-9
    else:
        assert explicit == 0 and abs(massive - constant) < 1e-9
    print(f"d={d}: (4-d) part {explicit:+.6f}, mass part {massive:+.6f}")

# Size of the spurious four-photon coupling with e^4 restored
e_squared = const.e ** 2 / (const.epsilon_0 * const.hbar * const.c)
coupling = e_squared ** 2 * constant
assert abs(coupling / (4 / 3 * const.alpha ** 2) - 1) < 1e-6
print(f"fine-structure constant: {const.alpha:.8f}")
print(f"e^4 times constant = (4/3) alpha^2: {coupling:.5e}")
print(f"e^4 times physical part, scale 1: "
      f"{e_squared**2*remainder[1.0]:+.4e}")

print("all assertions hold")
```

Printed output:

```
Units: hbar = c = electron mass m = 1; factor e^4 omitted
k1 [m] = [0.4 0.  0.2 0. ]  |k1| = 0.4472
k2 [m] = [ 0.   0.4 -0.2  0.2]  |k2| = 0.4899
k3 [m] = [-0.2 -0.2  0.2  0.2]  |k3| = 0.4000
k4 [m] = [-0.2 -0.2 -0.2 -0.4]  |k4| = 0.5292
polarizations: x, x, y, y
shell for slopes: 200 m to 2000 m
log slope, order 1234: +0.016887
log slope, order 1243: +0.016887
log slope, order 1324: -0.033774
log slope, order 1342: +0.016887
log slope, order 1423: -0.033774
log slope, order 1432: +0.016887
sum of six slopes: +6.5e-08
1/(6 pi^2) = 0.016887
six leading coefficients summed, d=2: +0.000000
six leading coefficients summed, d=3: -0.533333
six leading coefficients summed, d=4: +0.000000
zero-momentum constant, quadrature: 0.00844343
1/(12 pi^2): 0.00844343
component 3333, ball: 0.025330
component 3333, p4 first: 0.040528
component 4444, p4 first: 4.3e-17 (magnitude)
scale 1.0000: raw 0.00847551, physical +3.2076e-05
scale 0.5000: raw 0.00844566, physical +2.2258e-06
scale 0.1250: raw 0.00844344, physical +8.9946e-09
scale 0.0625: raw 0.00844343, physical +5.6312e-10
power of k from last two scales: 3.9975
constant / physical at scale 1: 263.2
change on shifting one orientation: 5.5e-13
generic polarizations e2, e3, e4: [0.5, 1.0, -0.5, 0.0] [1.0, 0.0, 0.5, 0.5] [0.5, -0.5, 1.0, 1.0]
k1 contraction, raw [m]: -0.00105543
k1 contraction, surface formula [m]: -0.00105543
k1 contraction, subtracted [m]: 1.7e-13
subtracted tensor at k1 = 0: 5.6e-15 (magnitude)
d=3.5: (4-d) part -0.022456, mass part +0.022456
d=3.8: (4-d) part -0.012393, mass part +0.012393
d=4.0: (4-d) part -0.000000, mass part +0.008443
fine-structure constant: 0.00729735
e^4 times constant = (4/3) alpha^2: 7.10018e-05
e^4 times physical part, scale 1: +2.6973e-07
all assertions hold
```
